\section*{Overlap of free vacua with different masses and Haag's theorem}

\section*{The question}

A real scalar field lives in $d$ space dimensions in a periodic box of volume $V=L^d$, with $\hbar=c=1$. At time zero the operators $\phi(\mathbf x)$ and $\pi(\mathbf x)$ obey $[\phi(\mathbf x),\pi(\mathbf y)]=i\delta(\mathbf x-\mathbf y)$. The same operators enter two free Hamiltonians,
\begin{equation}
H_i=\frac12\int d^dx\,\left[\pi^2+(\nabla\phi)^2+m_i^2\phi^2\right],\qquad i=1,2,
\end{equation}
with $m_1,m_2>0$ and normalized ground states $|0_1\rangle$, $|0_2\rangle$. Write $\omega_i=\sqrt{k^2+m_i^2}$, $\Delta=m_2^2-m_1^2$, $m=\min(m_1,m_2)$ and $M=\max(m_1,m_2)$. The complete elliptic integrals are
\begin{equation}
E=\int_0^{\pi/2}\!\sqrt{1-\kappa\sin^2\theta}\,d\theta,\qquad
K=\int_0^{\pi/2}\!\frac{d\theta}{\sqrt{1-\kappa\sin^2\theta}},\qquad
\kappa=1-\frac{m^2}{M^2}.
\end{equation}

Haag's theorem concerns the obstacle to describing free and interacting relativistic fields in one Fock space. Here the ``interaction'' is only a mass shift, $H_2-H_1=\frac12\Delta\int\phi^2$, so the obstacle can be calculated.

\section*{(a) One mode}

\textbf{Question.} Find the overlap of the two ground states of a single field mode, and express the second ground state through the quanta of the first.

\textbf{Answer.} Expand the field in the normalized real functions $V^{-1/2}$, $\sqrt{2/V}\cos\mathbf k\cdot\mathbf x$ and $\sqrt{2/V}\sin\mathbf k\cdot\mathbf x$. Each pair $\pm\mathbf k$ gives two real functions, so there is one oscillator per lattice vector $\mathbf k$, with Hamiltonian $\frac12(p^2+\omega_i^2q^2)$. Its ground state is $\psi_i=(\omega_i/\pi)^{1/4}e^{-\omega_iq^2/2}$, and
\begin{equation}
\int\psi_1\psi_2\,dq=\frac{(\omega_1\omega_2)^{1/4}}{\sqrt\pi}\sqrt{\frac{2\pi}{\omega_1+\omega_2}}
=\left[\frac{2\sqrt{\omega_1\omega_2}}{\omega_1+\omega_2}\right]^{1/2}
=\frac1{\sqrt{\cosh r}},\quad r=\frac12\ln\frac{\omega_2}{\omega_1}.
\end{equation}

Let $a_i=\sqrt{\omega_i/2}\,q+ip/\sqrt{2\omega_i}$. Inserting $q=(a_1+a_1^\dagger)/\sqrt{2\omega_1}$ and $ip=\sqrt{\omega_1/2}\,(a_1-a_1^\dagger)$ gives
\begin{equation}
a_2=\frac12\sqrt{\frac{\omega_2}{\omega_1}}(a_1+a_1^\dagger)+\frac12\sqrt{\frac{\omega_1}{\omega_2}}(a_1-a_1^\dagger)
=\cosh r\,a_1+\sinh r\,a_1^\dagger .
\end{equation}
Since $a_1$ acts on a function of $a_1^\dagger$ applied to $|0_1\rangle$ as a derivative, $a_1e^{-ta_1^{\dagger2}/2}|0_1\rangle=-ta_1^\dagger e^{-ta_1^{\dagger2}/2}|0_1\rangle$. The condition $a_2|0_2\rangle=0$ therefore requires $t=\tanh r$:
\begin{equation}
|0_2\rangle=\frac1{\sqrt{\cosh r}}\,e^{-ta_1^{\dagger2}/2}|0_1\rangle,\qquad
t=\frac{\omega_2-\omega_1}{\omega_2+\omega_1}.
\label{squeezed}
\end{equation}
The second vacuum contains pairs of the first field's quanta. Inverting the transformation, $a_1=\cosh r\,a_2-\sinh r\,a_2^\dagger$, gives their mean number, $\langle0_2|a_1^\dagger a_1|0_2\rangle=\sinh^2r$.

\section*{(b) All modes}

\textbf{Question.} How does the full overlap depend on $V$, and in which dimensions does the answer hold?

\textbf{Answer.} The modes are independent, so the overlaps multiply:
\begin{equation}
-\ln|\langle0_1|0_2\rangle|=\frac12\sum_{\mathbf k}F(k),\qquad
F=\ln\cosh r=\ln\frac{\omega_1+\omega_2}{2\sqrt{\omega_1\omega_2}} .
\end{equation}
At large $k$, $r=\frac14\ln[(k^2+m_2^2)/(k^2+m_1^2)]\to\Delta/(4k^2)$, and hence $F\to r^2/2=\Delta^2/(32k^4)$. The sum converges for $d<4$. Poisson summation then gives
\begin{equation}
\frac12\sum_{\mathbf k}F=V\sum_{\mathbf n\in\mathbb Z^d}\int\frac{d^dk}{(2\pi)^d}\,\frac{F(k)}2\,e^{iL\mathbf n\cdot\mathbf k}.
\end{equation}
The term $\mathbf n=0$ is $c_dV$, with
\begin{equation}
c_d=\frac12\int\frac{d^dk}{(2\pi)^d}\,F(k).
\label{cd}
\end{equation}
For $\mathbf n\neq0$, shift the momentum component along $\mathbf n$ by $i\eta$ with $0<\eta<m$. Then $\mathrm{Re}\,\omega_i^2>0$, so both $\omega_i$ can be taken with positive real part. Neither they nor their sum vanish, and $F$ stays analytic. The shift produces a factor $e^{-\eta|\mathbf n|L}$. Therefore
\begin{equation}
|\langle0_1|0_2\rangle|=e^{-c_dV+\delta_L},
\end{equation}
where $\delta_L$ vanishes exponentially as $mL\to\infty$. The probability $|\langle0_1|0_2\rangle|^2$ decays with $2c_d$.

In one dimension the leading correction follows from the strongest singularity of $F/2$ at $k=\pm im$, which is $-\frac18\ln(k^2+m^2)$. The Fourier transform of $\ln(k^2+m^2)$ at $x\ne0$ is $-e^{-m|x|}/|x|$, because both sides vanish as $m\to\infty$ and have the same derivative with respect to $m^2$, namely $e^{-m|x|}/(2m)$. The images $n=\pm1$ then contribute $2L\,e^{-mL}/(8L)$, so for $m_1\neq m_2$
\begin{equation}
-\ln|\langle0_1|0_2\rangle|\simeq c_1L+\tfrac14e^{-mL}.
\label{box}
\end{equation}

The approach to \eqref{box} is slow. Near $k=\pm im$ the term $\frac12\ln(\omega_1+\omega_2)$ contains the square-root singularity $\sqrt{k^2+m^2}/(2\sqrt{|\Delta|})$, and the Fourier transform of $\sqrt{k^2+m^2}$ behaves as $-\sqrt{m/2\pi}\,|x|^{-3/2}e^{-m|x|}$ at large $|x|$. The coefficient of $e^{-mL}$ is therefore $\frac14-\sqrt{m/(2\pi|\Delta|L)}+\dots$, and \eqref{box} requires $L\gg m/|\Delta|$ as well as $mL\gg1$. For nearly equal masses and moderate $L$ the correction is far smaller than $\frac14e^{-mL}$.

For $d\ge4$ the mode sum diverges and the overlap vanishes even in a finite box. In $d=4$, a momentum cutoff $\Lambda$ makes the exponent per volume grow by $\frac12\cdot\frac1{8\pi^2}\cdot\frac{\Delta^2}{32}=\Delta^2/(512\pi^2)$ per unit of $\ln\Lambda$. This is an ultraviolet effect, distinct from the infinite-volume effect found for $d<4$.

\section*{(c) One dimension}

\textbf{Question.} Evaluate $c_1$ in closed form and discuss $m\to0$.

\textbf{Answer.} Since $d\omega_i/dk=k/\omega_i$,
\begin{equation}
F'=\frac{k/\omega_1+k/\omega_2}{\omega_1+\omega_2}-\frac{k}{2\omega_1^2}-\frac{k}{2\omega_2^2}
=-\frac k2\left(\frac1{\omega_1}-\frac1{\omega_2}\right)^2 .
\label{Fprime}
\end{equation}
The boundary term $kF$ vanishes at both ends, so integration by parts gives
\begin{align}
\int_0^\infty F\,dk&=\frac12\int_0^\infty k^2\left(\frac1{\omega_1}-\frac1{\omega_2}\right)^2dk\nonumber\\
&=\int_0^\infty\left[1-\frac{k^2}{\omega_1\omega_2}-\frac{m_1^2}{2\omega_1^2}-\frac{m_2^2}{2\omega_2^2}\right]dk
=J-\frac\pi4(m+M).
\end{align}
Here $k^2/\omega_i^2=1-m_i^2/\omega_i^2$ and $\int_0^\infty m_i^2/\omega_i^2\,dk=\pi m_i/2$ were used, and $J=\int_0^\infty[1-k^2/(\omega_1\omega_2)]dk$.

To find $J$, let $\omega_m$ and $\omega_M$ belong to the smaller and larger mass. Then
\begin{equation}
\frac{d}{dk}\frac{k\omega_M}{\omega_m}
=\frac{\omega_M}{\omega_m}+\frac{k^2}{\omega_m\omega_M}-\frac{k^2\omega_M}{\omega_m^3}
=\frac{k^2}{\omega_m\omega_M}+\frac{m^2\omega_M}{\omega_m^3}.
\end{equation}
Integrate up to $\Lambda$. The boundary contribution $\Lambda(1-\omega_M/\omega_m)$ vanishes as $\Lambda\to\infty$, leaving $J=\int_0^\infty m^2\omega_M\omega_m^{-3}dk$. With $k=m\tan\theta$,
\begin{equation}
\omega_m=m\sec\theta,\qquad \omega_M=M\sec\theta\sqrt{1-\kappa\sin^2\theta},\qquad dk=m\sec^2\theta\,d\theta,
\label{sub}
\end{equation}
and all secants cancel, so $J=ME$. In \eqref{cd} the integral over both signs of $k$ gives $c_1=\frac1{2\pi}\int_0^\infty F\,dk$:
\begin{equation}
c_1=\frac{ME}{2\pi}-\frac{m+M}8 .
\label{c1}
\end{equation}
An ellipse with semi-axes $m,M$ has perimeter $4ME$. Thus $8\pi c_1$ is that perimeter minus the circumference of the circle whose radius is the mean semi-axis. By \eqref{Fprime} it is positive unless the masses agree.

For $m\to0$, $E\to1$ and $c_1\to M(1/2\pi-1/8)$, which is finite. In a fixed box, however, the $\mathbf k=0$ overlap vanishes as $\sqrt2\,(m/M)^{1/4}$, because a massless zero mode has no normalizable ground state. The finite value of $c_1$ is obtained by taking $L\to\infty$ first and $m\to0$ afterwards; at fixed $L$ the exponent diverges as $m\to0$.

\section*{(d) Three dimensions}

\textbf{Question.} Evaluate $c_3$.

\textbf{Answer.} The angular integral in \eqref{cd} gives $c_3=\frac1{4\pi^2}\int_0^\infty k^2F\,dk$. The boundary term $k^3F/3$ falls as $1/k$, so by \eqref{Fprime}
\begin{equation}
c_3=\frac{I}{24\pi^2},\qquad I=\int_0^\infty k^4\left(\frac1{\omega_1}-\frac1{\omega_2}\right)^2dk .
\end{equation}
Expand the square with a cutoff $\Lambda$. The squared terms follow from $k^4/\omega_i^2=k^2-m_i^2+m_i^4/\omega_i^2$:
\begin{equation}
\int_0^\Lambda\frac{k^4}{\omega_i^2}\,dk=\frac{\Lambda^3}3-m_i^2\Lambda+\frac{\pi m_i^3}2+o(1).
\end{equation}
For the cross term define $J_n=\int_0^\Lambda k^n/(\omega_1\omega_2)\,dk$ and $s=m^2+M^2$. From
\begin{equation}
\frac d{dk}(k\omega_1\omega_2)=\frac{\omega_1^2\omega_2^2+k^2(\omega_1^2+\omega_2^2)}{\omega_1\omega_2}
=\frac{3k^4+2sk^2+m^2M^2}{\omega_1\omega_2}
\end{equation}
one obtains $3J_4=\Lambda\omega_1(\Lambda)\omega_2(\Lambda)-2sJ_2-m^2M^2J_0$. Part (c) gives $J_2=\Lambda-ME+o(1)$, and substitution \eqref{sub} gives $J_0\to K/M$. With $\Lambda\omega_1\omega_2=\Lambda^3+s\Lambda/2+o(1)$,
\begin{equation}
J_4=\frac{\Lambda^3}3-\frac{s\Lambda}2+\frac{2sME-m^2MK}3+o(1).
\end{equation}
In $I$ the squared terms contribute $2\Lambda^3/3-s\Lambda$, which $-2J_4$ cancels. Hence
\begin{equation}
c_3=\frac1{24\pi^2}\left\{\frac\pi2(m^3+M^3)-\frac{2M}3\left[2(m^2+M^2)E-m^2K\right]\right\}.
\label{c3}
\end{equation}
At equal masses $E=K=\pi/2$, and the braces give $\pi m^3-\pi m^3=0$, as they must.

\section*{(e) Small mass shift and Wick contractions}

\textbf{Question.} Find the leading result for $|\Delta|\ll m_1^2$ and recover it from the Wick expansion.

\textbf{Answer.} Now $r\simeq\Delta/(4\omega_1^2)$ and $F/2\simeq\Delta^2/(64\omega_1^4)$. The integrals of $\omega_1^{-4}$ with measure $d^dk/(2\pi)^d$ are $1/(4m_1^3)$ for $d=1$ and $1/(8\pi m_1)$ for $d=3$, so
\begin{equation}
c_1\simeq\frac{\Delta^2}{256\,m_1^3},\qquad c_3\simeq\frac{\Delta^2}{512\pi\,m_1}.
\end{equation}

In the interaction picture take $H_I=\frac\Delta2\int{:}\phi^2{:}$, switched on adiabatically from $\tau=-\infty$ to $0$. The first-order change of the state is $-i\int_{-\infty}^0d\tau\,H_I(\tau)|0_1\rangle$. In its squared norm, Wick's theorem pairs the two fields at one point with the two at the other in two ways, giving $2W^2$, where $W$ is the two-point function. Integration over positions forces opposite momenta, and each $W$ supplies $1/(2\omega_1)$. The two time integrals, over $e^{\pm2i\omega_1\tau}$, supply $1/(2\omega_1)^2$. The pair probability is
\begin{equation}
\frac{\Delta^2}4\cdot2V\int\frac{d^dk}{(2\pi)^d}\frac1{4\omega_1^2}\cdot\frac1{4\omega_1^2}
=\frac{\Delta^2V}{32}\int\frac{d^dk}{(2\pi)^d}\frac1{\omega_1^4}=2c_dV .
\end{equation}
This is the first term in the expansion of $1-e^{-2c_dV}$. However small $\Delta$ is, the first-order ``probability'' exceeds one in a large enough volume. The density $c_d$ remains well approximated, but the normalized state is not well approximated by its truncated expansion.

\section*{(f) From small overlap to inequivalence}

\textbf{Question.} Could $|0_2\rangle$ still approach some other state in the Fock space of mass $m_1$?

\textbf{Answer.} Let $N$ count the mass-$m_1$ particles. Expanding \eqref{squeezed}, the probability of $2j$ quanta in one mode is $\sqrt{1-t^2}\binom{2j}j(t^2/4)^j$. Since $\sum_j\binom{2j}jy^j=(1-4y)^{-1/2}$,
\begin{equation}
\langle x^N\rangle=\prod_{\mathbf k}\sqrt{\frac{1-t^2}{1-x^2t^2}} ,\qquad 0<x<1 .
\end{equation}
For $N\le n$ one has $x^{N-n}\ge1$. Therefore, for $d<4$ and large $L$,
\begin{equation}
P(N\le n)\le x^{-n}\langle x^N\rangle\simeq x^{-n}e^{-g_dV},\quad
g_d=\frac12\int\frac{d^dk}{(2\pi)^d}\ln\frac{1-x^2t^2}{1-t^2}>0 .
\label{bound}
\end{equation}
Every sector of fixed particle number is lost as $V\to\infty$, while the mean density $\int d^dk\,(2\pi)^{-d}\sinh^2r$ stays finite.

For the infinite-volume argument, combine the cosine and sine operators of part (a) into plane-wave operators, $a_i(\pm\mathbf k)=(a_{i,\cos}\mp ia_{i,\sin})/\sqrt2$. The transformation becomes $a_2(\mathbf k)=\cosh r\,a_1(\mathbf k)+\sinh r\,a_1^\dagger(-\mathbf k)$, and it keeps this form in infinite volume. Let $m_1\neq m_2$, and suppose that the mass-$m_1$ Fock space contained a vector $\Omega$ annihilated by all $a_2(\mathbf k)$. Translations only multiply the $a_2(\mathbf k)$ by phases, so a translated $\Omega$ is also annihilated by them. In an irreducible representation such a vector is unique up to a factor, so $\Omega$ is an eigenvector of total momentum. States with one or more particles have continuous momentum and supply no normalizable eigenvector, which leaves $\Omega\propto|0_1\rangle$. But $a_2(\mathbf k)$ acting on $|0_1\rangle$ gives $\sinh r\,a_1^\dagger(-\mathbf k)|0_1\rangle\ne0$, a contradiction. The two representations are inequivalent. Haag's general theorem extends the obstacle to interacting relativistic fields, which this solvable example does not prove.

\section*{(g) Numbers}

\textbf{Question.} For $m_1=1$ and $m_2=2$, in units of $m_1$, evaluate the decay constants and judge how large a box must be.

\textbf{Answer.} Here $\kappa=0.75$, $E=1.211056$ and $K=2.156516$, so
\begin{align}
c_1&=\frac{2(1.211056)}{2\pi}-\frac38=0.010491\,m_1,\\
c_3&=\frac1{24\pi^2}\left\{\frac{9\pi}2-\frac43\left[10(1.211056)-2.156516\right]\right\}=0.003652\,m_1^3 .
\end{align}
Even the $\mathbf k=0$ mode has overlap $0.971$; the decay comes from the number of modes. An overlap of $10^{-10}$ needs $L=\ln(10^{10})/c_1=2195/m_1$ in one dimension, but a box edge of only $[\ln(10^{10})/c_3]^{1/3}=18.5/m_1$ in three.

Direct summation over modes at $L=10/m_1$ in one dimension gives $-\ln|\langle0_1|0_2\rangle|=0.104919$, against $c_1L=0.104911$. The difference times $e^{m_1L}$ is $0.135$ at $L=5/m_1$ and $0.173$ at $L=10/m_1$, still below the asymptotic $\frac14$ of \eqref{box}; including the $L^{-1/2}$ term of part (b) gives the estimates $0.147$ and $0.177$. In three dimensions at $L=8/m_1$, a mode sum with its far ultraviolet part replaced by an integral gives $1.8702$, against $c_3L^3=1.86995$; the overlap is $0.154$.

For a one-dimensional box of length $2000/m_1$, numerical integration gives a particle density of $0.0435\,m_1$, hence a mean number of $87$. Combining the pair distributions of all modes with $|k|<30m_1$ gives $P(N=0)=6.0\times10^{-19}$ and $P(N\le10)=6.3\times10^{-13}$; the modes above the cutoff lower both by about $0.2\%$, the second to $6.2\times10^{-13}$. With $x=\frac12$, quadrature gives $g_1=0.015877\,m_1$, and \eqref{bound} yields $2^{10}e^{-31.75}=1.7\times10^{-11}$, an upper bound about 27 times the computed probability. Allowing ten particles raises the probability by a factor of about $10^6$, yet the state remains almost entirely outside that sector.
